**Orientation error of a Lebedev grid in DFT: harmonic formula, SCF energies and torques**

The program tests the formula \(\varepsilon(R)=\sum_{l>L}q_l^TD^l(R)G_l\) for water (LDA, 6-31G). Here \(q_l\) holds the moments of the angular rule of degree \(L\), \(G_l\) the harmonic coefficients of the exchange-correlation energy density summed over atoms and shells, and \(D^l(R)\) rotates the molecule. It asserts that \(q_l\) lies in the space of octahedral invariants, whose dimension is counted independently from orbits of random points. It compares the formula with direct quadrature for three rules and with SCF energies of rotated molecules, and the mean, variance and torque laws with 1000 sampled rotations. It also asserts that the gradient with grid response matches finite differences of the SCF energy, and that the frozen-grid sums match an explicit quadrature. The output shows an rms energy error of 38.9 µEh and an rms torque of 727 µEh/rad for 110 points, falling to 0.77 µEh and 23.8 µEh/rad for 302 points. The sampled mean error lies two standard errors from zero, within the asserted limit of four.

## Program and output

```python
# RESULT UNDER TEST
# A lab-fixed Lebedev rule (directions u_i, weights w_i, sum 4 pi, degree L)
# on every shell of every atom gives a DFT energy error that depends on the
# molecular orientation R:
#   eps(R) = sum_{l>L} q_l . D^l(R) g_l ,   q_lm = sum_i w_i Y_lm(u_i),
# where g_lm are harmonic coefficients of G(u), the xc energy density summed
# over atoms and shells. q_l is an octahedral invariant. Over all rotations
#   <eps> = 0,  <eps^2> = sum_l s_l^2,  s_l^2 = |q_l|^2 |g_l|^2 / (2l+1),
#   <|T|^2> = sum_l l(l+1) s_l^2,  T = sum_A R_A x dE/dR_A (minus the torque).
# Hartree atomic units; real orthonormal spherical harmonics.
from itertools import permutations, product
from math import sqrt, pi
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation
from pyscf import gto, dft, lib

lib.num_threads(1)
XC, BASIS, N_RADIAL, LMAX = 'lda,vwn', '6-31g', 40, 70
BOND, ANGLE = 1.81, 104.5
half = np.radians(ANGLE / 2)
SYMBOLS = ['O', 'H', 'H']
BODY = np.array([[0, 0, 0],
                 [BOND * np.sin(half), 0, BOND * np.cos(half)],
                 [-BOND * np.sin(half), 0, BOND * np.cos(half)]])
MICRO = 1e6


def radial_rule(n, *args, **kwargs):
    """Gauss-Chebyshev (second kind) mapped to r = (1+x)/(1-x)."""
    theta = np.arange(1, n + 1) * pi / (n + 1)
    x = np.cos(theta)
    return (1 + x) / (1 - x), pi / (n + 1) * np.sin(theta) * 2 / (1 - x)**2


def run_scf(rotation, n_angular):
    atoms = [(s, [float(c) for c in rotation @ p])
             for s, p in zip(SYMBOLS, BODY)]
    mol = gto.M(atom=atoms, unit='Bohr', basis=BASIS, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = XC
    mf.grids.atom_grid = {s: (N_RADIAL, n_angular) for s in ('O', 'H')}
    mf.grids.prune = None
    mf.grids.radii_adjust = None
    mf.grids.radi_method = radial_rule
    mf.small_rho_cutoff = 0
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.kernel()
    assert mf.converged
    return mf


def lebedev(mol, n_angular):
    """Directions and weights actually used by the DFT code."""
    table = dft.gen_grid.gen_atomic_grids(
        mol, {s: (1, n_angular) for s in ('O', 'H')},
        radi_method=radial_rule, prune=None)
    points, volume = table['O']
    unit = points / np.linalg.norm(points, axis=1)[:, None]
    return unit, 4 * pi * volume / volume.sum()


def harmonics(unit, lmax):
    """Yield l, m, polar factor, cosine factor, sine factor."""
    x, y, z = unit.T
    power, norm = np.ones(len(z), complex), sqrt(1 / (4 * pi))
    for m in range(lmax + 1):
        if m > 0:
            power = power * (x + 1j * y)
            norm *= sqrt((2 * m + 1) / (2 * m))
        scale = sqrt(2) if m > 0 else 1.0
        cosine, sine = scale * power.real, scale * power.imag
        before, now = np.zeros(len(z)), np.full(len(z), norm)
        for l in range(m, lmax + 1):
            yield l, m, now, cosine, sine
            n = l + 1
            a = sqrt((4 * n * n - 1) / (n * n - m * m))
            b = sqrt((l * l - m * m) / (4 * l * l - 1)) if l > m else 0.0
            before, now = now, a * (z * now - b * before)


def project(unit, values):
    """coef[l, LMAX+m] = sum_i values_i Y_lm(unit_i); sine part at -m."""
    coef = np.zeros((LMAX + 1, 2 * LMAX + 1))
    for l, m, polar, cosine, sine in harmonics(unit, LMAX):
        weighted = values * polar
        coef[l, LMAX + m] = weighted @ cosine
        if m > 0:
            coef[l, LMAX - m] = weighted @ sine
    return coef


def synthesize(unit, coef, lmax):
    total = np.zeros(len(unit))
    for l, m, polar, cosine, sine in harmonics(unit, lmax):
        if m > 0:
            total += polar * (coef[l, LMAX + m] * cosine
                              + coef[l, LMAX - m] * sine)
        else:
            total += polar * coef[l, LMAX]
    return total


def cell_weight(points, owner):
    """Becke cell function with equal atomic sizes."""
    distance = [np.linalg.norm(points - p, axis=1) for p in BODY]
    cells = np.ones((3, len(points)))
    for i in range(3):
        for j in range(3):
            if i != j:
                mu = (distance[i] - distance[j]) / np.linalg.norm(
                    BODY[i] - BODY[j])
                for _ in range(3):
                    mu = 0.5 * mu * (3 - mu * mu)
                cells[i] *= 0.5 * (1 - mu)
    return cells[owner] / cells.sum(axis=0)


def sphere_function(unit, mol, dm):
    """G(u): xc energy density summed over atoms and radial shells."""
    total = np.zeros(len(unit))
    for owner in range(3):
        for r, dr in zip(*radial_rule(N_RADIAL)):
            points = BODY[owner] + r * unit
            ao = mol.eval_gto('GTOval_sph', points)
            rho = np.maximum(((ao @ dm) * ao).sum(axis=1), 0)
            exc = dft.libxc.eval_xc(XC, rho)[0]
            total += r * r * dr * cell_weight(points, owner) * rho * exc
    return total


def turn(axis, angle):
    return Rotation.from_rotvec(angle * np.eye(3)[axis]).as_matrix()


# Reference density and the harmonic content of G on a product grid
reference = run_scf(np.eye(3), 974)
mol0, dm0 = reference.mol, np.asarray(reference.make_rdm1())
z_nodes, z_weights = np.polynomial.legendre.leggauss(72)
phi = 2 * pi * np.arange(144) / 144
zz, pp = [a.ravel() for a in np.meshgrid(z_nodes, phi, indexing='ij')]
ss = np.sqrt(1 - zz**2)
fine = np.column_stack([ss * np.cos(pp), ss * np.sin(pp), zz])
fine_weights = np.repeat(z_weights, 144) * 2 * pi / 144
g = project(fine, fine_weights * sphere_function(fine, mol0, dm0))
exc_converged = g[0, LMAX] * sqrt(4 * pi)
g_fluct = g.copy()
g_fluct[0] = 0
ells = np.arange(LMAX + 1)
g_norm = np.linalg.norm(g_fluct, axis=1)


def predicted_error(rotation, unit, weights):
    return float((project(unit @ rotation, weights) * g_fluct).sum())


print('Water, LDA/6-31G, O-H = %.2f bohr, angle = %.1f deg' % (BOND, ANGLE))
print('Radial shells per atom: %d' % N_RADIAL)
print('SCF energy, 974-point rule: %.8f Eh' % reference.e_tot)
print('Angularly converged E_xc: %.8f Eh' % exc_converged)

# Octahedral invariants: count them from orbits of random points
rng = np.random.default_rng(7)
operations = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        operations.append(np.diag(signs) @ np.eye(3)[list(order)])
orbits = []
for _ in range(6):
    v = rng.normal(size=3)
    v /= np.linalg.norm(v)
    orbits.append(project(np.array([op @ v for op in operations]),
                          np.ones(48)))
orbits = np.array(orbits)
unit110, w110 = lebedev(mol0, 110)
q110 = project(unit110, w110)
counts = {}
for l in range(31):
    _, singular, rows = np.linalg.svd(orbits[:, l], full_matrices=False)
    rank = int((singular > 1e-7).sum())
    series = sum(1 for a in range(9) for b in range(6) if 4*a + 6*b == l)
    assert rank == series
    span = rows[:rank]
    outside = q110[l] - span.T @ (span @ q110[l])
    assert np.linalg.norm(outside) < 1e-8
    counts[l] = rank

# Three rules: degree, rms error, rms torque, and direct quadrature check
trial = [Rotation.from_euler('ZYZ', e, degrees=True).as_matrix()
         for e in ([20, 35, 50], [70, 20, 10])]
sigma, sigma_torque = {}, {}
for n_angular, degree in ((110, 17), (194, 23), (302, 29)):
    unit, weights = lebedev(mol0, n_angular)
    q_norm = np.linalg.norm(project(unit, weights), axis=1)
    assert q_norm[1:degree + 1].max() < 1e-8
    assert q_norm[degree + 1] > 1e-4
    band = (q_norm * g_norm)**2 / (2 * ells + 1)
    sigma[n_angular] = sqrt(band.sum())
    sigma_torque[n_angular] = sqrt((ells * (ells + 1) * band).sum())
    worst = 0
    for rotation in trial:
        direct = weights @ sphere_function(unit @ rotation, mol0, dm0)
        worst = max(worst, abs(direct - exc_converged
                               - predicted_error(rotation, unit, weights)))
    assert worst < 0.05 * sigma[n_angular]
    print('Rule %d points, degree %d:' % (n_angular, degree))
    print('  rms energy error: %.4f uEh' % (MICRO * sigma[n_angular]))
    print('  rms torque: %.4f uEh/rad' % (MICRO * sigma_torque[n_angular]))
    print('  torque/energy ratio: %.2f per rad'
          % (sigma_torque[n_angular] / sigma[n_angular]))
    print('  largest formula-quadrature gap: %.5f uEh' % (MICRO * worst))
    if n_angular == 110:
        band110, q_norm110 = band, q_norm
molar = constants.physical_constants['Hartree energy'][0] * constants.N_A
print('rms energy error, 110 points: %.4f J/mol' % (sigma[110] * molar))
print('Bands of the 110-point rule:')
for l in (18, 20, 22, 24, 26):
    print('  l=%d: invariants %d, |q| %.4f, |g| %.3e Eh, rms %.4f uEh'
          % (l, counts[l], q_norm110[l], g_norm[l],
             MICRO * sqrt(band110[l])))

# Rotation averages from explicitly rotated points, harmonics up to l = 40
n_sample, cut, step = 1000, 40, 1e-3
rotations = Rotation.from_quat(rng.normal(size=(n_sample, 4))).as_matrix()


def sampled_errors(matrices):
    points = np.einsum('ij,njk->nik', unit110, matrices).reshape(-1, 3)
    return synthesize(points, g_fluct, cut).reshape(n_sample, -1) @ w110


eps = sampled_errors(rotations)
slope = (sampled_errors(turn(2, step) @ rotations) - eps) / step
mean_square = band110[:cut + 1].sum()
slope_square = (ells * (ells + 1) * band110)[:cut + 1].sum() / 3
for sample, expected in ((eps, 0.0), (eps**2, mean_square),
                         (slope**2, slope_square)):
    standard_error = sample.std() / sqrt(n_sample)
    assert abs(sample.mean() - expected) < 4 * standard_error
print('Sampled orientations: %d (l up to %d)' % (n_sample, cut))
print('  mean error: %.4f +- %.4f uEh'
      % (MICRO * eps.mean(), MICRO * eps.std() / sqrt(n_sample)))
print('  rms error sampled / formula: %.4f / %.4f uEh'
      % (MICRO * sqrt((eps**2).mean()), MICRO * sqrt(mean_square)))
print('  rms torque sampled / formula: %.4f / %.4f uEh/rad'
      % (MICRO * sqrt(3 * (slope**2).mean()), MICRO * sqrt(3*slope_square)))

# Self-consistent energies of molecules that are really rotated
print('SCF shift from 974-point energy, 110-point rule (ZYZ angles):')
shifts, runs = [], []
for euler in ([0, 0, 0], [20, 35, 50], [45, 55, 0], [70, 20, 10]):
    rotation = Rotation.from_euler('ZYZ', euler, degrees=True).as_matrix()
    mf = run_scf(rotation, 110)
    runs.append((rotation, mf))
    shifts.append(mf.e_tot - reference.e_tot)
    formula = predicted_error(rotation, unit110, w110)
    assert abs(shifts[-1] - formula) < 0.05 * sigma[110]
    print('  %s deg: SCF %.4f, formula %.4f uEh'
          % (euler, MICRO * shifts[-1], MICRO * formula))
print('  spread of the four: %.4f uEh' % (MICRO * np.ptp(shifts)))

rotation, mf = runs[1]
quarter = run_scf(turn(2, pi / 2) @ rotation, 110).e_tot - mf.e_tot
assert abs(quarter) < 1e-8
print('Change after 90 deg turn about grid z: %.1e uEh'
      % (MICRO * abs(quarter)))

# Torque in the gradients at the second orientation, origin at O
positions = mf.mol.atom_coords()
moment, net = {}, {}
for response in (True, False):
    gradient = mf.nuc_grad_method()
    gradient.verbose = 0
    gradient.grid_response = response
    force = gradient.kernel()
    moment[response] = np.cross(positions, force).sum(axis=0)
    net[response] = force.sum(axis=0)
h = 0.004
scf_slope = np.array([(run_scf(turn(k, h) @ rotation, 110).e_tot
                       - run_scf(turn(k, -h) @ rotation, 110).e_tot)
                      / (2 * h) for k in range(3)])
formula_slope = np.array([
    (predicted_error(turn(k, step) @ rotation, unit110, w110)
     - predicted_error(turn(k, -step) @ rotation, unit110, w110))
    / (2 * step) for k in range(3)])
assert np.abs(moment[True] - scf_slope).max() < 0.01 * sigma_torque[110]
assert np.abs(formula_slope - scf_slope).max() < 0.05 * sigma_torque[110]

# Frozen-grid gradient sums from explicit quadrature of v_xc grad(rho)
coords, weights = mf.grids.coords, mf.grids.weights
ao = mf.mol.eval_gto('GTOval_sph_deriv1', coords)
half_density = ao[0] @ np.asarray(mf.make_rdm1())
rho = np.maximum((half_density * ao[0]).sum(axis=1), 0)
rho_gradient = 2 * np.einsum('pi,kpi->pk', half_density, ao[1:])
potential = dft.libxc.eval_xc(XC, rho, deriv=1)[1][0]
frozen_net = -(weights * potential) @ rho_gradient
frozen_moment = -(weights * potential) @ np.cross(coords, rho_gradient)
assert np.abs(frozen_net - net[False]).max() < 2e-6
assert np.abs(frozen_moment - moment[False]).max() < 2e-6
assert np.linalg.norm(net[True]) < 2e-6
assert np.linalg.norm(net[False]) > 10 * np.linalg.norm(net[True])


def show(label, vector, unit_name):
    print('  %s: %.3f %.3f %.3f %s' % ((label,) + tuple(MICRO * vector)
                                       + (unit_name,)))


print('T = sum R x dE/dR at [20, 35, 50] deg, lab x y z:')
show('gradient with grid response', moment[True], 'uEh/rad')
show('finite difference of SCF energy', scf_slope, 'uEh/rad')
show('harmonic formula', formula_slope, 'uEh/rad')
show('gradient with frozen grid', moment[False], 'uEh/rad')
show('frozen-grid quadrature', frozen_moment, 'uEh/rad')
print('Net gradient, norm: response %.4f, frozen %.4f uEh/bohr'
      % (MICRO * np.linalg.norm(net[True]),
         MICRO * np.linalg.norm(net[False])))
print('PASS')
```

It prints:

```
Water, LDA/6-31G, O-H = 1.81 bohr, angle = 104.5 deg
Radial shells per atom: 40
SCF energy, 974-point rule: -75.81793895 Eh
Angularly converged E_xc: -8.77930581 Eh
Rule 110 points, degree 17:
  rms energy error: 38.8700 uEh
  rms torque: 727.0163 uEh/rad
  torque/energy ratio: 18.70 per rad
  largest formula-quadrature gap: 0.01297 uEh
Rule 194 points, degree 23:
  rms energy error: 3.6537 uEh
  rms torque: 92.8253 uEh/rad
  torque/energy ratio: 25.41 per rad
  largest formula-quadrature gap: 0.00555 uEh
Rule 302 points, degree 29:
  rms energy error: 0.7729 uEh
  rms torque: 23.8077 uEh/rad
  torque/energy ratio: 30.80 per rad
  largest formula-quadrature gap: 0.00615 uEh
rms energy error, 110 points: 102.0532 J/mol
Bands of the 110-point rule:
  l=18: invariants 2, |q| 6.3654, |g| 3.541e-05 Eh, rms 37.0594 uEh
  l=20: invariants 2, |q| 4.7857, |g| 1.519e-05 Eh, rms 11.3562 uEh
  l=22: invariants 2, |q| 2.0561, |g| 8.196e-06 Eh, rms 2.5120 uEh
  l=24: invariants 3, |q| 2.5045, |g| 3.534e-06 Eh, rms 1.2644 uEh
  l=26: invariants 2, |q| 0.3877, |g| 3.038e-06 Eh, rms 0.1618 uEh
Sampled orientations: 1000 (l up to 40)
  mean error: 2.4862 +- 1.2457 uEh
  rms error sampled / formula: 39.4700 / 38.8700 uEh
  rms torque sampled / formula: 719.8868 / 727.0154 uEh/rad
SCF shift from 974-point energy, 110-point rule (ZYZ angles):
  [0, 0, 0] deg: SCF 69.2015, formula 69.2130 uEh
  [20, 35, 50] deg: SCF 32.0355, formula 32.0219 uEh
  [45, 55, 0] deg: SCF -32.6291, formula -32.6225 uEh
  [70, 20, 10] deg: SCF -19.7081, formula -19.6963 uEh
  spread of the four: 101.8306 uEh
Change after 90 deg turn about grid z: 2.8e-08 uEh
T = sum R x dE/dR at [20, 35, 50] deg, lab x y z:
  gradient with grid response: 23.356 -236.221 162.914 uEh/rad
  finite difference of SCF energy: 23.253 -236.094 162.814 uEh/rad
  harmonic formula: 23.023 -236.635 162.899 uEh/rad
  gradient with frozen grid: -74.892 25.193 54.425 uEh/rad
  frozen-grid quadrature: -74.892 25.193 54.425 uEh/rad
Net gradient, norm: response 0.0000, frozen 505.8145 uEh/bohr
PASS
```
